# Thermopower of an atomic-scale filament from its transmission slope

## Problem

A conducting filament in an oxide resistive-memory cell has narrowed to atomic size. Electrons cross it elastically between two metal contacts, with total transmission $\mathcal T(E)$. At the Fermi level $\mu$ the natural logarithm of the transmission changes by one per electronvolt:

$$\lambda\equiv\left.\frac{d\ln\mathcal T}{dE}\right|_{\mu},\qquad |\lambda|=1\ \text{eV}^{-1}.$$

The thermopower is defined at zero electric current by

$$S=-\frac{V_{\rm hot}-V_{\rm cold}}{T_{\rm hot}-T_{\rm cold}} .$$

(a) Derive $S$ to leading order in temperature and find its magnitude at 300 K.

(b) Take the model transmission $\mathcal T(E)=1/[1+e^{-\alpha(E-\mu)}]$ with $\alpha=2$ eV$^{-1}$. Show that it has the required slope, find the conductance, and estimate the error of the leading-order result.

(c) The contacts are held at 305 K and 295 K. Which one is at the higher voltage, and by how much?

The voltage here is the electrochemical one, which a voltmeter reads. The thermopower of the wires to the meter is left out until Variation 2.

## Hints

1. Write the net electron current as an integral over energy of $\mathcal T(E)$ times the difference of the two Fermi functions. What happens to a purely thermal difference if $\mathcal T$ is constant?

2. For small differences in temperature and chemical potential, both changes of the Fermi function are proportional to $-\partial f/\partial E$. One is even about $\mu$, the other odd.

3. The condition of zero current ties the voltage to the mean of $E-\mu$, taken with the weight $\mathcal T\,(-\partial f/\partial E)$. Expand $\mathcal T$ about $\mu$ and keep the terms that survive by symmetry.

4. For (b), carry the expansion to third order. For (c), use the two Fermi functions themselves rather than their linearized difference.

## Solution

### (a) Leading-order thermopower

**The current.** In the algebra I use atomic units, $\hbar=m=e=1$, and write $\theta=k_BT$ for the thermal energy. In one channel the states in $dk$ contribute a flux $v\,dk/2\pi=dE/2\pi$, because $v=dE/dk$. Two spin directions double this. The electron current from the hot to the cold contact is therefore

$$J=\frac1\pi\int\mathcal T(E)\,[f_h(E)-f_c(E)]\,dE,\qquad f=\frac{1}{e^{(E-\mu)/\theta}+1}.$$

The same $\mathcal T$ serves for both directions. In a two-terminal conductor, flux conservation makes the reflection back into one contact, plus the transmission out of it, equal to its number of channels. Unitarity of scattering gives the same sum for that reflection plus the transmission into it, so the two transmissions are equal.

**Small differences.** Let $\Delta\mu=\mu_h-\mu_c$ and $\Delta T=T_h-T_c$. Since $f$ depends on $w=(E-\mu)/\theta$ alone,

$$\frac{\partial f}{\partial\mu}=-\frac{\partial f}{\partial E},\qquad
\frac{\partial f}{\partial T}=\frac{df}{dw}\left(-\frac{w}{T}\right)=\left(-\frac{\partial f}{\partial E}\right)\frac{E-\mu}{T}.$$

The last step uses $df/dw=\theta\,\partial f/\partial E$. To first order,

$$f_h-f_c=\left(-\frac{\partial f}{\partial E}\right)\left[\Delta\mu+(E-\mu)\frac{\Delta T}{T}\right].$$

A voltage or temperature difference may also alter $\mathcal T$, but that change multiplies $f_h-f_c$, which is already first order. It does not enter the linear thermopower.

**Zero current.** Define the average

$$\langle X\rangle=\frac{\int X\,\mathcal T\,(-\partial f/\partial E)\,dE}{\int\mathcal T\,(-\partial f/\partial E)\,dE}.$$

Setting $J=0$ gives $\Delta\mu=-(\Delta T/T)\langle E-\mu\rangle$. With electron charge $-e$, restored here, $\Delta\mu=-e(V_h-V_c)$. Hence

$$V_h-V_c=\frac{\Delta T}{eT}\langle E-\mu\rangle,\qquad
S=-\frac{\langle E-\mu\rangle}{eT}.$$

Thermopower measures the mean energy, counted from $\mu$, of the electrons that carry a small current. The hot contact has more electrons above $\mu$ than the cold one, and fewer below. With constant $\mathcal T$ the resulting flows cancel. A slope in $\mathcal T$ favours one side and leaves a net flow, which the voltage must stop.

**The thermal average.** Put $u=(E-\mu)/\theta$. The thermal weight becomes

$$g(u)=\frac{1}{4\cosh^2(u/2)}=\frac{e^{-u}}{(1+e^{-u})^2},\qquad \int_{-\infty}^{\infty}g\,du=1.$$

It is even in $u$. To first order in the slope, $\mathcal T=\mathcal T(\mu)(1+\lambda\theta u)$. The constant term contributes nothing to the numerator of $\langle u\rangle$, and the linear term contributes nothing to the denominator:

$$\langle E-\mu\rangle=\theta\langle u\rangle=\lambda\theta^2\int_{-\infty}^{\infty}u^2g(u)\,du .$$

For $u>0$, expand $g(u)=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nu}$ and use $\int_0^\infty u^2e^{-nu}du=2/n^3$. Counting both halves of the axis,

$$\int u^2g\,du=2\sum_{n\ge1}(-1)^{n+1}n\,\frac{2}{n^3}=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}.$$

The alternating sum is the full sum $\sum1/n^2=\pi^2/6$ minus twice its even terms. The even terms make up one quarter of the full sum, so half of it remains, $\pi^2/12$. The moment is $\pi^2/3$; direct quadrature gives 3.289868, in agreement. Therefore

$$\boxed{S=-\frac{\pi^2}{3}\,\frac{k_B}{e}\,(k_BT)\,\lambda}$$

This is the Mott formula for a two-terminal conductor.

**The number.** At 300 K, $k_BT=0.025852$ eV, and $k_B/e=86.173$ µV/K. The dimensionless factor is

$$\frac{\pi^2}{3}k_BT|\lambda|=3.28987\times0.025852\times1=0.08505,$$

so

$$|S|=0.08505\times86.173\ \text{µV/K}=7.33\ \text{µV/K}.$$

In atomic units $k_BT=9.5004\times10^{-4}$ hartree and $|\lambda|=27.211$ per hartree. Their product is again 0.0259, as it must be for a dimensionless number.

The result is small compared with $k_B/e$ because the transmission changes by only about 2.6% over an energy $k_BT$. A transmission that rises with energy gives negative $S$; one that falls gives positive $S$. The size of $\mathcal T$ has dropped out: at fixed $\lambda$, ten identical filaments in parallel have ten times the conductance of one and the same thermopower.

The natural logarithm matters. If the transmission changed by one decade per electronvolt, then $|\lambda|=\ln10=2.303$ eV$^{-1}$, and the formula would give 16.88 µV/K.

### (b) A bounded model transmission

**Slope and conductance.** Differentiating the model gives $\mathcal T'=\alpha\mathcal T(1-\mathcal T)$, hence

$$\frac{d\ln\mathcal T}{dE}=\alpha(1-\mathcal T).$$

At $E=\mu$, $\mathcal T=0.5$ and $\lambda=2\times0.5=1$ eV$^{-1}$, as required. The sign is positive, so $S$ is negative.

At equal temperatures the current is $J=\langle\mathcal T\rangle_g\,\Delta\mu/\pi$, where $\langle\mathcal T\rangle_g$ is the average with weight $g$. In SI units this means $G=(2e^2/h)\langle\mathcal T\rangle_g$. The model is $\tfrac12$ plus an odd function of $E-\mu$, so its thermal average is $\tfrac12$:

$$G=0.5\times77.48\ \text{µS}=38.74\ \text{µS},$$

or a resistance of 25.81 kΩ.

**The next order.** Let $r_2=\mathcal T''/\mathcal T$ and $r_3=\mathcal T'''/\mathcal T$ at $\mu$. Then

$$\frac{\mathcal T}{\mathcal T(\mu)}=1+\lambda\theta u+\frac{r_2\theta^2u^2}{2}+\frac{r_3\theta^3u^3}{6}+\dots$$

The fourth moment of $g$ follows from the same series. With $\int_0^\infty u^4e^{-nu}du=24/n^5$,

$$\int u^4g\,du=48\sum_{n\ge1}\frac{(-1)^{n+1}}{n^4}=48\times\frac78\times\frac{\pi^4}{90}=\frac{7\pi^4}{15}.$$

Here $\sum1/n^4=\pi^4/90$, and removing twice the even terms leaves a fraction $1-2/16=7/8$. Keeping the even integrands above and below,

$$\langle u\rangle=\frac{\dfrac{\pi^2}{3}\lambda\theta+\dfrac{7\pi^4}{90}r_3\theta^3}{1+\dfrac{\pi^2}{6}r_2\theta^2}.$$

Divide out the leading term and expand the denominator. The Mott value is multiplied by

$$1+\theta^2\left[\frac{7\pi^2}{30}\frac{r_3}{\lambda}-\frac{\pi^2}{6}r_2\right]$$

up to terms of order $\theta^4$.

For $\alpha=2$ eV$^{-1}$ and $\varepsilon=E-\mu$ in eV, the model is $\mathcal T=\tfrac12(1+\tanh\varepsilon)$. Since $\tanh\varepsilon=\varepsilon-\varepsilon^3/3+\dots$, we read off $r_2=0$ and $r_3=-2$ eV$^{-3}$. The relative correction is

$$-\frac{14\pi^2}{30}(0.025852)^2=-0.308\%.$$

Quadrature of the full average gives $\langle E-\mu\rangle=2.192$ meV and $S=-7.307$ µV/K. This lies 0.305% below the Mott value in magnitude. The transmission levels off above $\mu$ and flattens below it, so electrons far from $\mu$ feel less asymmetry than the tangent suggests.

For comparison, take $\mathcal T=0.5\,e^{\lambda(E-\mu)}$ with the same slope. Now $r_2=1$ eV$^{-2}$ and $r_3=1$ eV$^{-3}$, and the bracket becomes $(7-5)\pi^2/30=\pi^2/15$. The correction is $+0.044\%$, and quadrature gives $-7.332$ µV/K. For these two smooth curves the slope alone fixes the answer to better than half a percent.

**Where the slope is not enough.** The expansion needs a transmission that is smooth over several $k_BT$, here about 0.1 eV on either side of $\mu$. A narrow resonance can violate this. Two limits show what replaces the Mott result.

If $\lambda=0$, as at a smooth maximum of $\mathcal T$, the leading term vanishes. The cubic term then gives

$$S\simeq-\frac{k_B}{e}\,\frac{7\pi^4}{90}\,r_3\,(k_BT)^3 .$$

If instead $\mathcal T$ is zero below a threshold $\mu+\Delta$ and constant above it, with $\Delta\gg k_BT$, then $g\simeq e^{-u}$ in the open region. With $\delta=\Delta/k_BT$,

$$\langle u\rangle=\frac{\int_\delta^\infty u\,e^{-u}du}{\int_\delta^\infty e^{-u}du}=\delta+1,
\qquad S=-\frac{k_B}{e}\left(\frac{\Delta}{k_BT}+1\right).$$

This exceeds 86 µV/K in magnitude and grows on cooling, whereas the Mott value falls in proportion to $T$. While such activated transport dominates, the slope at $\mu$ does not describe the filament. The sharp threshold is an idealization, because electrons also tunnel at energies below it. Take a rectangular barrier 0.3 eV above a Fermi energy of 5 eV, with free-electron mass. At a width of 1 nm, tunnelling already carries nearly all the current at 300 K. There $S\approx-48$ µV/K, close to the Mott value of the tunnelling slope and far from the $-1090$ µV/K of the threshold formula. At a width of 3 nm, transport is mostly activated at 300 K and turns to tunnelling on cooling, and $|S|$ then falls towards the Mott value. In this model a gap of atomic size is in the tunnelling regime at room temperature.

### (c) A finite temperature difference

Keep $\mathcal T(E)$ fixed and place the two chemical potentials symmetrically at $\pm\Delta\mu/2$, with energy measured from their midpoint. For the linear part of the transmission we need two integrals. Integration by parts gives

$$\int(f_h-f_c)\,dE=\Delta\mu,$$

$$\int E(f_h-f_c)\,dE=\int\frac{E^2}{2}\left(-\frac{\partial f_h}{\partial E}+\frac{\partial f_c}{\partial E}\right)dE
=\frac{\mu_h^2-\mu_c^2}{2}+\frac{\pi^2}{6}(\theta_h^2-\theta_c^2).$$

The first term on the right vanishes because $\mu_h=-\mu_c$. Zero current requires $\Delta\mu+\lambda\int E(f_h-f_c)dE=0$, so

$$\Delta\mu=-\frac{\pi^2}{6}\lambda(\theta_h+\theta_c)(\theta_h-\theta_c)
=-\frac{\pi^2}{3}\lambda\,\bar\theta\,(\theta_h-\theta_c),$$

where $\bar\theta$ is the mean thermal energy. For a linear transmission the finite-difference result is thus the Mott formula evaluated at the mean temperature, here 300 K.

Solving the zero-current condition numerically with the full model transmission gives

$$V_h-V_c=+73.07\ \text{µV},\qquad S=-\frac{73.07\ \text{µV}}{10\ \text{K}}=-7.307\ \text{µV/K}.$$

The hot contact is positive. Electrons above $\mu$ pass more easily, so electrons initially leave the hot side. The positive voltage left behind holds them back until the current stops. The agreement with the linear-response value in (b) follows from the shape of the model. The linear part of $\mathcal T$ gives the mean-temperature value at any $\Delta T$. Only the 0.3% cubic correction changes, by a factor $1+(\Delta T/2\bar T)^2$, where $\bar T$ is the mean temperature. With $\mathcal T(E)$ held fixed, even contacts at 400 K and 200 K give $-7.304$ µV/K. The agreement therefore does not test whether a real filament keeps its transmission under a temperature difference.

### Comparison with a memory cell

Filaments in oxide resistive memories can reach conductances near one conductance quantum, and the model's 25.8 kΩ belongs to that regime. The slope of 1 eV$^{-1}$ is a round model value, not a property of a named oxide. The 10 K difference is also a chosen value; across a few nanometres of oxide it means a gradient of a few kelvin per nanometre. A difference of 1 K would give about 7 µV. Both voltages are far below a read voltage of roughly 0.1 V.

A cell may also be warmer than 300 K. At 358 K, about 85 °C, with the transmission held fixed, the model gives $-8.71$ µV/K. The model also assumes a single path, which Variation 1 relaxes. Inelastic scattering, phonon drag in the contacts and rearrangement of the filament's atoms are also left out; their effects are not estimated here.

## Variation 1: a weak leakage path

**Question.** A second, independent path joins the same contacts. At $\mu$ its transmission is 0.05 and its logarithmic slope is 5 eV$^{-1}$, with exponential energy dependence. What is the thermopower of the pair at 300 K?

**Solution.** Independent parallel paths add their currents, so their transmissions add. The slope needed is that of the total:

$$\lambda_{\rm tot}=\frac{\mathcal T_1'+\mathcal T_2'}{\mathcal T_1+\mathcal T_2}
=\frac{\mathcal T_1\lambda_1+\mathcal T_2\lambda_2}{\mathcal T_1+\mathcal T_2}
=\frac{0.5\times1+0.05\times5}{0.55}=1.364\ \text{eV}^{-1}.$$

The Mott formula gives $-7.329\times1.364=-10.0$ µV/K. Quadrature gives $-10.08$ µV/K.

The small difference follows from the next-order factor in (b). For the sum,

$$r_2=\frac{0.05\times25}{0.55}=2.27\ \text{eV}^{-2},\qquad
r_3=\frac{0.5\times(-2)+0.05\times125}{0.55}=9.55\ \text{eV}^{-3},$$

which gives a correction of $+0.8\%$.

The leakage path carries only 9% of the conductance, yet it raises $|S|$ by 38% relative to the filament alone. Each path counts in proportion to its transmission times its slope. A conductance measurement that finds one dominant path therefore does not show that the same path alone sets the thermopower.

## Variation 2: the voltage read through metal leads

**Question.** The voltmeter terminals are both at temperature $T_0$. Identical metal leads run from them to the hot and cold contacts. The metal is modelled with conductivity $\sigma(E)\propto E^{3/2}$, energy being counted from the band bottom, and Fermi energy 5 eV. What thermopower does the meter show?

**Solution.** For elastic diffusion in the lead, each energy carries a current proportional to $\sigma(E)(-\partial f/\partial E)$, driven by the gradients of $\mu$ and $T$. The zero-current condition has the same form as in (a), with $\sigma$ in place of $\mathcal T$. The slope is

$$\frac{d\ln\sigma}{dE}=\frac{3}{2E_F}=\frac{1.5}{5\ \text{eV}}=0.30\ \text{eV}^{-1},$$

and $S_{\rm lead}=-7.329\times0.30=-2.20$ µV/K.

Let terminal A lead to the hot contact and B to the cold one. Treat $S_{\rm lead}$ as constant over the temperature range. The definition of $S$, applied to each lead, gives

$$V_h-V_A=-S_{\rm lead}(T_h-T_0),\qquad V_c-V_B=-S_{\rm lead}(T_c-T_0).$$

Subtract the second equation from the first and insert $V_h-V_c=-S\,\Delta T$ for the filament:

$$V_A-V_B=-(S-S_{\rm lead})\,\Delta T .$$

The temperature $T_0$ cancels. The meter shows

$$S-S_{\rm lead}=-7.307+2.20=-5.11\ \text{µV/K},$$

which is 30% smaller in magnitude than the filament's own thermopower. The reduction depends on the negative sign of $S_{\rm lead}$ in this model metal. Copper, silver and gold have positive thermopowers near room temperature, so leads made of them would increase the magnitude of the reading instead. With leads of equal logarithmic slope the reading would vanish at leading order, although the filament's thermopower would not. To recover the filament's value, the lead contribution must be known and added back.

## Numbers as computed

```
temperature: 300 K
k_B/e: 86.173 uV/K
k_B T: 0.025852 eV
k_B T in atomic units: 9.5004e-04 hartree
slope in atomic units: 27.211 1/hartree
second thermal moment: 3.289868 (dimensionless)
fourth thermal moment: 45.45758 (dimensionless)
step steepness alpha: 2.0 1/eV
transmission at Fermi level: 0.500 (dimensionless)
slope of ln transmission: 1.0000 1/eV
conductance quantum: 77.48 uS
filament conductance: 38.74 uS
filament resistance: 25.81 kohm
S/(k_B/e), slope formula: -0.08505 (dimensionless)
S, slope formula: -7.329 uV/K
S, step transmission, quadrature: -7.307 uV/K
S, exponential, quadrature: -7.332 uV/K
next-order change, step, predicted: -0.308 %
actual change, step, quadrature: -0.305 %
next-order change, exponential, predicted: 0.044 %
actual change, exponential, quadrature: 0.044 %
mean carried energy: 2.192 meV
hot and cold contacts: 305 and 295 K
V_hot - V_cold: 73.07 uV
S from zero-current solution: -7.307 uV/K
S, decade per eV, slope formula: -16.88 uV/K
S, decade per eV, quadrature: -16.92 uV/K
warm cell temperature: 358 K
S of warm cell: -8.71 uV/K
leakage transmission: 0.05 (dimensionless)
leakage slope: 5.0 1/eV
slope of total transmission: 1.364 1/eV
S with leakage, quadrature: -10.08 uV/K
lead Fermi energy: 5.0 eV
lead slope: 0.30 1/eV
S of model leads: -2.20 uV/K
S filament minus leads: -5.11 uV/K
```
